# Why the XMCD spin sum rule fails for lighter 3d ions

### One hole, and one pair of mixed levels

Take a $3d^9$ ion whose hole is $x^2-y^2$ with spin up, so that $S_z=-\tfrac12$. The hole orbital is an equal mixture of $m'=\pm2$. A photon that adds angular momentum $q=+1$ can fill it from the core orbital $|m=+1,\uparrow\rangle$ alone, and $q=-1$ from $|m=-1,\uparrow\rangle$ alone, each with intensity $w/2$; $q=0$ gives nothing. Let $\mathbf l,\mathbf s$ act on the vacated $2p$ orbital, and let $P$ and $Q=1-P$ project on $j=\tfrac12$ and $j=\tfrac32$. Since $2\mathbf l\cdot\mathbf s=j(j+1)-\tfrac{11}{4}$ is $+1$ on $Q$ and $-2$ on $P$,
$$2\,\mathbf l\cdot\mathbf s=Q-2P=1-3P .$$
The diagonal element of $2\mathbf l\cdot\mathbf s$ in $|m\uparrow\rangle$ is $2m\cdot\tfrac12=m$, so the $j=\tfrac12$ weight is $(1-m)/3$: zero for $m=1$ and $\tfrac23$ for $m=-1$. With $\Delta I=I_{+1}-I_{-1}$,
$$\Delta I_{3/2}=\tfrac w2\left(1-\tfrac13\right)=\tfrac w3,\qquad \Delta I_{1/2}=-\tfrac w2\cdot\tfrac23=-\tfrac w3,$$
and $(\Delta I_{3/2}-2\Delta I_{1/2})/w=1$. The final shell is $3d^{10}$, which is spherical and cannot torque the core hole. The spectrum has two lines, each of pure $j$, and weighting the lower by $+1$ and the upper by $-2$ is the same as applying $1-3P$.

Now let an open final shell couple one $j=\tfrac32$ level to one $j=\tfrac12$ level lying $\Delta$ higher, with a real matrix element $V$ and $\epsilon=V/\Delta\ll1$. The upper eigenstate is $(|P\rangle+\epsilon|Q\rangle)/\sqrt{1+\epsilon^2}$. If the dipole amplitudes are $\alpha$ to $|Q\rangle$ and $\beta$ to $|P\rangle$, the upper line has intensity $(\beta+\epsilon\alpha)^2/(1+\epsilon^2)=\beta^2+2\epsilon\alpha\beta+O(\epsilon^2)$. The wrong-$j$ character of the state is $\epsilon^2$, but the intensity moved across the gap is of first order in $\epsilon$. Edges that look well separated and nearly pure in $j$ can therefore carry a large error.

### The identity that survives

The model is $2p^63d^n\to2p^53d^{n+1}$ with one radial dipole element, set to 1; $p\to s$ transitions, charge transfer and background are left out. The dipole operator is $D_q=\sum t^q_{ca}\,d^\dagger_c p_a$, $\psi_q=D_q|g\rangle$, and $n_h=10-n$. The squared angular factors, in units of $1/15$, are $6,3,1$ for $q=+1$ from $m=1,0,-1$, the mirror image for $q=-1$, and $3,4,3$ for $q=0$. They equal $\tfrac25\langle 1m;1q|2\,m{+}q\rangle^2$. So the $d$ orbital momentum is $\mathbf L_d=\mathbf l+\mathbf k$, where $\mathbf k$ is the spin-1 label of the photon with $k_z=q$, projected on $L_d=2$.

Summing over all final states removes them by closure. For any core operator $O$ and weight $f(q)$,
$$\sum_q f(q)\langle\psi_q|O|\psi_q\rangle=\tfrac25\left(\mathrm{Tr}\,M-\Big\langle\sum_i M_i\Big\rangle_g\right),$$
where $M$ is $f(k_z)O$ projected on $L_d=2$, and the form follows from $d_cd^\dagger_{c'}=\delta_{cc'}-d^\dagger_{c'}d_c$. Three cases matter.

For $M=1$ the total intensity is $I=\tfrac25(10-n)=\tfrac25n_h$.

For $M=k_z$: the $L_d=2$ space is symmetric under $\mathbf l\leftrightarrow\mathbf k$, so $k_z\to L_{d,z}/2$, which is traceless, and $\sum_q qI_q/I=-\langle L_z\rangle/(2n_h)$. No division of the spectrum enters, so the orbital rule is untouched by $L_3$–$L_2$ mixing.

For $M=2k_z\,\mathbf l\cdot\mathbf s$: the same symmetry replaces $k_al_b$ by its symmetric part, which by the Wigner–Eckart theorem is $A\delta_{ab}+B\,\Theta_{ab}$ with the traceless tensor $\Theta_{ab}=\tfrac12\{L_{d,a},L_{d,b}\}-2\delta_{ab}$. The trace gives $3A=\mathbf k\cdot\mathbf l=(6-2-2)/2=1$. The $zz$ element at $m'=2$ gives $1=\tfrac13+B(4-2)$, so $B=\tfrac13$. Likewise $\hat r_a\hat r_b=\tfrac13\delta_{ab}+B'\Theta_{ab}$ in the $d$ shell; at $m'=2$ the density is $\sin^4\theta$, $\langle\cos^2\theta\rangle=\tfrac{16/105}{16/15}=\tfrac17$, and $B'=\tfrac12(\tfrac17-\tfrac13)=-\tfrac2{21}$. With $t_z=s_z-3\hat r_z(\hat{\mathbf r}\cdot\mathbf s)$ this yields $t_z=\tfrac27\sum_b\Theta_{zb}s_b$, and
$$M=\tfrac23s_z+\tfrac23\cdot\tfrac72\,t_z=\tfrac13(2s_z+7t_z),\qquad \frac{S_j}{I}\equiv\frac{\sum_q q\langle\psi_q|1-3P|\psi_q\rangle}{I}=-\frac{\langle2S_z+7T_z\rangle}{3n_h}.$$
The $d^9$ case agrees: $t_z=\tfrac47s_z$ for $m'=\pm2$, so $-(6)(-\tfrac12)/3=1$. These identities do not involve the final-state Hamiltonian. All three were tested for Ti$^{2+}$ to Cu$^{2+}$, the first two against summed multiplet intensities and the third against the expectation value of $1-3P$ in the states $\psi_q$, with $T_z$ from angular quadrature of its definition.

### What is measured instead

A measurement sorts by energy. With $\Pi$ the projector on final states above a chosen cut,
$$S_E=\Delta I_{L_3}-2\Delta I_{L_2}=\sum_q q\langle1-3\Pi\rangle,\qquad S_E-S_j=-3\sum_q q\langle\psi_q|\Pi-P|\psi_q\rangle .$$
Define $R=S_E/S_j$, the apparent value of $2S_z+7T_z$ divided by the true one. For Mn$^{2+}$ the calculation below gives $R$ of about 0.7; data are to be multiplied by $1/R$.

The final-state Hamiltonian is $H=-\zeta\,\mathbf l\cdot\mathbf s+H_d+V$. The sign is negative because an orbital of energy $+\zeta\,\mathbf l\cdot\mathbf s$ has been emptied; $j=\tfrac12$ lies $\Delta=\tfrac32\zeta$ above $j=\tfrac32$. $H_d$ holds the $3d$–$3d$ repulsion, the $3d$ spin–orbit coupling and the crystal field, and commutes with $P$. The $2p$–$3d$ Coulomb term $V$ does not. When $H_d$ and $V$ are small against $\Delta$, each upper state acquires the admixture $QV|P\rangle/\Delta$, so $\Pi=P+(PVQ+QVP)/\Delta+O(\Delta^{-2})$. Using $3/\Delta=2/\zeta$,
$$R=1-\frac2\zeta\,\frac{X_{+1}-X_{-1}}{S_j}+O(\zeta^{-2}),\qquad X_q=\langle\psi_q|PV+VP-2PVP|\psi_q\rangle,$$
where $Q=1-P$ was inserted. The value without the $O(\zeta^{-2})$ term is called $R_1$.

### Closed form for the $^6S$ ion

Take $|g\rangle$ with five down electrons, $M=-\tfrac52$, and no $3d$ spin–orbit coupling. Both $\psi_q$ and $P\psi_q$ lie in the 30 states $d^\dagger_{m'\uparrow}p_{m\sigma}|g\rangle$, so $V$ is needed in that space alone. In units of $1/15$ each $\psi_q$ has norm 10, $I=30$, $\sum w\,m=5q$, and $\sum w\,m^2=7,6,7$ for $q=+1,0,-1$. Then $S_j=5-(-5)=10$, and $S_j/I=\tfrac13=5/(3\cdot5)$.

The interaction is $V=\sum[\langle ac|bd\rangle-\langle ac|db\rangle]\,p^\dagger_ap_b\,d^\dagger_cd_d$. On the states $|a\rangle=p_a|p^6\rangle$, $p^\dagger_ap_b=\delta_{ab}-|b\rangle\langle a|$; the first part is a constant shift, and the second reverses the sign of each term. In the 30 states, $d^\dagger_cd_d$ is $\delta_{cd}$ for down spins (a full subshell) and $|c\rangle\langle d|$ for up spins; spin-flip terms are Pauli blocked or leave the space. The direct $F^2$ term with the spherical down subshell vanishes. With $c^k$ the Gaunt coefficients, three pieces remain.

(a) Exchange with the down subshell costs $J$ when the vacated orbital is down, and zero when it is up. Since $\sum_{m'}c^k(pm,dm')^2=5\begin{pmatrix}1&k&2\\0&0&0\end{pmatrix}^2$, with squared symbols $\tfrac2{15}$ and $\tfrac3{35}$, $J=\tfrac23G^1+\tfrac37G^3$.

(b) Electron–hole exchange is $+\sum_kG^k\sum_\kappa|\phi_{k\kappa}\rangle\langle\phi_{k\kappa}|$ on up–up states, with amplitudes $c^k$. The vector $\phi_{1q}$ is $\psi_q$ itself, of squared norm $10/15$, so the eigenvalue is $a=\tfrac23G^1$ for pair orbital momentum $L=1$. The $G^3$ part acts on $L=3$, and $L=2$ gets nothing.

(c) The direct term depends on $L$, where $\mathbf L=\mathbf L_d+\mathbf l_h$ and $\mathbf l_h=-\mathbf l$ is the momentum of the hole. For two electrons the angular factor is $P_2(\hat{\mathbf r}_1\!\cdot\hat{\mathbf r}_2)=\tfrac32\sum_{ab}(\hat r_a\hat r_b-\tfrac13\delta_{ab})_1(\hat r_a\hat r_b-\tfrac13\delta_{ab})_2$. The $p$-shell coefficient follows from $\langle\cos^2\theta\rangle=\tfrac15$ at $m=1$: $(\tfrac15-\tfrac13)/(1-\tfrac23)=-\tfrac25$. The prefactor is $\tfrac32\cdot\tfrac25\cdot\tfrac2{21}=\tfrac2{35}$. Writing $l_al_b=\tfrac12\{l_a,l_b\}+\tfrac i2\epsilon_{abc}l_c$ for both momenta shows that the contraction of the two traceless tensors is $y^2+\tfrac12y-\tfrac13\cdot2\cdot6$, with $y=\mathbf l_h\cdot\mathbf L_d=\tfrac12[L(L+1)-8]=-3,-1,2$. This gives $\tfrac72,-\tfrac72,1$. The hole reverses the sign, so $f_L=(-7,+7,-2)F^2/35$ for $L=1,2,3$ and $f_1-f_2=-\tfrac25F^2$.

Next, $P\psi_q$ is resolved. From $P=\tfrac13-\tfrac23\mathbf l\cdot\mathbf s$ and $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$, the up part is $\tfrac13(1-l_z)\psi_q$ and the down part is $-\tfrac13l_+\psi_q$. The state $\psi_q$ has $L=1$, being a vector operator on an $S$ state; a further vector operator reaches $L=1,2$ but not 3, and $p\otimes d$ has no $L=0$. Within $L=1$, $\mathbf l_h\cdot\mathbf L=(2+2-6)/2=-1$, so $\mathbf l_h\to-\tfrac12\mathbf L$ and $l_z\to q/2$. Raising $m$ lowers the pair projection $m'-m$, so $l_+\to\tfrac12L_-$ up to a phase. The squared norms are then:

- up, $L=1$: $\tfrac{10}9(1-\tfrac q2)^2=\tfrac5{18},\tfrac{10}9,\tfrac52$ for $q=+1,0,-1$;
- up, $L=2$: $\tfrac19(\sum wm^2-\tfrac{10}4q^2)=\tfrac12,\tfrac23,\tfrac12$;
- down, total, from $l_-l_+=2-l_z^2-l_z$: $\tfrac19(20-\sum wm^2-5q)=\tfrac89,\tfrac{14}9,\tfrac{18}9$;
- down, $L=1$: $\tfrac19\cdot\tfrac{10}4[2-q(q-1)]=\tfrac59,\tfrac59,0$, which leaves $\tfrac13,1,2$ for $L=2$.

The sums are $\langle P\rangle=\tfrac53,\tfrac{10}3,5$, and the $L=2$ weights are $n_2=\tfrac56,\tfrac53,\tfrac52$. Because $\psi_q$ is an eigenvector of each piece with some eigenvalue $v$, $X_q=2v\langle P\rangle-2\langle PVP\rangle$.

For (a), $v=0$ and $X_q=-2J\times(\text{down norm})=-\tfrac{16}9J,-\tfrac{28}9J,-\tfrac{36}9J$, so $X_{+1}-X_{-1}=\tfrac{20}9J$. For (b), $X_q=2a[\langle P\rangle-(\text{up},L{=}1)]=\tfrac{25}9a,\tfrac{40}9a,\tfrac{45}9a$, with difference $-\tfrac{20}9a$. For (c), the $L=1$ part cancels and $X_q=2(f_1-f_2)n_2=-\tfrac45F^2n_2$, with difference $-\tfrac45F^2(\tfrac56-\tfrac52)=\tfrac43F^2$. Multiplying by $-2/(10\zeta)$,
$$R_1=1-\frac{4J}{9\zeta}+\frac{4a}{9\zeta}-\frac{4F^2}{15\zeta}=1-\frac{\tfrac4{15}F^2_{pd}+\tfrac4{21}G^3_{pd}}{\zeta_{2p}},$$
since $J-a=\tfrac37G^3$. The larger exchange integral, $G^1$, cancels at this order.

The isotropic intensity moved into $L_2$ is $\sum_qX_q/\Delta$, with $\sum_qX_q=-\tfrac{80}9J+\tfrac{110}9a-4F^2=\tfrac{20}9G^1-\tfrac{80}{21}G^3-4F^2$. The branching ratio $B=I_{L_3}/I=\tfrac23-\tfrac{2}{3\zeta}\sum_qX_q/30$ becomes
$$B_1=\tfrac23+\left(\tfrac4{45}F^2-\tfrac4{81}G^1+\tfrac{16}{189}G^3\right)/\zeta .$$
All six coefficients were tested against the large-$\zeta$ limit of the full problem of 1260 final states, one integral at a time; for $1-R$ the limit gave 0.2667, 0.0000 and 0.1905. For a free $J=\tfrac52$ level, $S_E$ and $S_j$ are expectation values of rank-1 operators, both proportional to $\langle J_z\rangle$, so $R$ does not depend on the population of the sublevels. The test at 300 K has $S_z=-1.035$ in place of $-2.499$ and the same $R=0.681$.

### How large: Mn$^{2+}$

Radial integrals come from spherical, nonrelativistic, spin-unpolarised LDA (Slater exchange, VWN correlation), separately for $3d^5$ and $2p^53d^6$, with $\zeta=\tfrac12\alpha^2\langle r^{-1}dV/dr\rangle$. All Slater integrals are scaled by 0.8, a model choice that stands in for configuration interaction and covalency. This level omits charge transfer and relativistic changes of the orbitals and is not a prediction for a given compound. An exchange field of 0.01 eV per unit $S_z$ at 10 K polarises the ground state. The cut is the minimum of the isotropic spectrum, broadened by a Lorentzian of half-width 0.4 eV, between the two $j$ centroids; unbroadened lines are summed on either side. All values are in the numerical output below.

The inputs are $F^2=0.8\times6.523=5.218$, $G^1=3.916$, $G^3=2.227$ and $\zeta=7.090$ eV, so $\Delta=10.635$ eV. Then $a=\tfrac23(3.916)=2.611$ eV and $J=2.611+\tfrac37(2.227)=3.565$ eV, and
$$R_1=1-\frac{14.26}{63.81}+\frac{10.44}{63.81}-\frac{20.87}{106.35}=1-0.2235+0.1637-0.1963=0.744 .$$
Full diagonalization gives, per total intensity, $\Delta I_{L_3}=0.0756$ and $\Delta I_{L_2}=-0.0755$, so $S_E/I=0.2267$ against $S_j/I=0.3330$:
$$R=0.2267/0.3330=0.68,\qquad 1/R=1.47 .$$
The quantity $-(2S_z+7T_z)$ is 4.995, a moment of 5.0 $\mu_B$ for $g=2$, and it appears as 3.4 $\mu_B$. With $L_z=-0.001$ the orbital rule forces the two edge integrals to cancel, so each would have magnitude $0.333/3=0.111$ without mixing, and both shrink by the factor $R$. Their ratio gives no warning of the loss.

The cause is mixing and not overlap. Setting $V=0$ gives $R=1$, a tested limit. Replacing $H$ by $PHP+QHQ$ keeps the multiplet spread within each $j$ but removes the coupling; it gives $R=1.000$, so no appreciable net dichroic intensity of the unbroadened lines sits on the wrong side of the cut. Lifetime tails add a smaller loss of their own: with a Lorentzian of half-width 0.4 eV on every line, integrated over all energies on either side of the same cut, this value drops to 0.96 and $R$ to 0.66. Moving the cut by $\pm1$ eV keeps $R$ between 0.678 and 0.681. The intensity-weighted wrong-$j$ character is 0.009 in $L_3$ and 0.075 in $L_2$, against a loss of 0.32 of the signal, as the two-level case suggests.

The gap between $R_1$ and $R$ is 0.063 at the computed $\zeta$, $0.8723-0.8570=0.015$ at $2\zeta$ and $0.9361-0.9324=0.004$ at $4\zeta$, falling about fourfold per doubling as a $\zeta^{-2}$ term should. With one integral at a time, $R$ is 0.804 ($F^2$), 0.935 ($G^3$) and 0.942 ($G^1$). The first two lie near their first-order values 0.804 and 0.940. The closed form, which omits the $3d$ spin–orbit coupling kept in these runs, assigns no first-order loss to $G^1$; its loss of 0.058 comes from higher orders and is close to the whole gap. The three losses add to 0.319, which matches $1-R$; this additivity is an observation at these parameters and has not been derived. The branching ratio is 0.759. The closed-form $B_1=0.731$ omits the $3d$ spin–orbit coupling and should be set against the full value with $\zeta_{3d}=0$, which is 0.750. The remaining 0.009 comes from the ground-state expectation value $\langle\sum_i\mathbf l_i\cdot\mathbf s_i\rangle=-0.14$, which gives $B=0.676$ without any $j$ mixing.

### The series

The table is for an octahedral field with a round $10Dq=1$ eV and no distortion. The range is for the cut moved by $\pm1$ eV, and $R_0$ is the value with $j$ mixing removed.

| ion | $F^2_{pd}/\zeta$ | $R_1$ | $R$ (range) | $R_0$ |
|---|---|---|---|---|
| Ti$^{2+}$ | 1.02 | 1.74 | 1.51 (1.31–2.11) | 0.81 |
| V$^{2+}$ | 0.91 | 0.64 | 0.52 (0.51–0.65) | 0.99 |
| Cr$^{2+}$ | 0.82 | 0.13 | 0.07 (0.06–0.08) | 1.06 |
| Mn$^{2+}$ | 0.74 | 0.745 | 0.68 | 1.00 |
| Fe$^{2+}$ | 0.66 | 0.89 | 0.87 | 1.00 |
| Co$^{2+}$ | 0.60 | 0.93 | 0.92 | 1.00 |
| Ni$^{2+}$ | 0.54 | 0.93 | 0.93 | 1.00 |
| Cu$^{2+}$ | 0.49 | 1.00 | 1.00 | 1.00 |

The expansion parameter falls steadily with $Z$, which is tested: from Ti to Cu $\zeta_{2p}$ grows by 3.46 and $F^2_{pd}$ by 1.66, both faster than the bare hydrogenic factors $(29/22)^4=3.02$ and $29/22=1.32$, which is the direction expected when $Z$ is replaced by a screened $Z-\sigma$, whose relative growth is larger. But that ratio changes by only a factor of two, and $R$ is not monotonic in it. The numerator $X_{+1}-X_{-1}$ matters as much. Since $V$ contains $d^\dagger d$ and sits between $d$ and $d^\dagger$ from the two dipole operators, the numerator is the ground-state average of a $d$-shell operator with a two-body part, and nothing ties it to $2S_z+7T_z$. It vanishes for $d^9$, where the final shell is closed.

Two entries are striking. In Cr$^{2+}$ the true value is $-(2S_z+7T_z)=3.986-1.935=2.05$, reduced by the large $T_z$, and the error $(R-1)\times2.05=-1.9$ nearly wipes it out. The absolute error is of the same size as in Mn$^{2+}$, $-0.32\times5.0=-1.6$, and V$^{2+}$, $-0.48\times3.0=-1.4$, but the denominator is smaller. This comparison holds for this ground state only; both the error and the denominator depend on which $e_g$ orbital is empty. In Ti$^{2+}$, with true value $1.994+0.905=2.90$, the error is $+1.5$ and the rule overestimates. That the reversed sign comes from the large orbital moment $L_z=1.48$ is a conjecture. Both ions are orbitally degenerate in cubic symmetry without spin–orbit coupling, so their $T_z$, $L_z$ and $R$ belong to this undistorted model at 10 K.

At the chosen cut, overlap is the smaller effect down to vanadium: $R_0$ departs from 1 by 0.01 for V and 0.06 for Cr, while $R_1$ already carries most of the error. For Ti, $R_0=0.81$ and the result moves from 1.3 to 2.1 with the cut, so a gap, which the expansion assumes, is no longer there.

### What to do

For high-spin Mn$^{2+}$, multiply the extracted $2S_z+7T_z$ by about 1.5. Within this model, for unbroadened lines, the factor is insensitive to temperature, to the cut, and to $10Dq=1$ eV ($R=0.680$ against 0.681). With lines broadened by a Lorentzian of half-width 0.4 eV, $R$ is 0.66 ($1/R=1.52$) and moves between 0.65 and 0.67 when the cut is shifted by $\pm1$ eV. It is sensitive to the reduction of the Slater integrals: $R=0.73$, 0.68, 0.63 and 0.58 for scale 0.7, 0.8, 0.9 and 1.0, so $1/R$ runs from 1.37 to 1.58 between 0.7 and 0.9. The scale should be fixed by fitting the measured multiplet structure, and $R$ computed from that fit with the broadening and the cut used on the data.

For Fe$^{2+}$, Co$^{2+}$ and Ni$^{2+}$ the model error is 13, 8 and 7 percent of the true value at 10 K in the undistorted field for unbroadened lines; a Lorentzian of half-width 0.4 eV lowers $R$ further, to 0.835, 0.890 and 0.900. A factor computed with the broadening included serves. Fe$^{2+}$ and Co$^{2+}$ are also orbitally degenerate in cubic symmetry, so their factor must be computed for the temperature and symmetry of the measurement; its dependence on these was not tested. For V$^{2+}$ a factor near 2 needs the cut stated with it. For Cr$^{2+}$ and Ti$^{2+}$ the multipliers in the table should not be used. They belong to an undistorted ion at 10 K, where the correction divides by 0.07 in one case and depends on the cut in the other. Both ground states are orbitally degenerate in cubic symmetry, so a distortion or a higher temperature can change $R$ strongly. The moments should be read from the ground state of a multiplet fit made for the symmetry and temperature of the measurement.

For separate edges, a branching ratio away from $\tfrac23$ signals mixing when the ground state has no $3d$ spin–orbit expectation value, as in the pure $^6S$ term; for Mn$^{2+}$ with $\zeta_{3d}=0.05$ eV the unmixed baseline is 0.676. Its size does not give $R$, because the Slater integrals enter $B$ and $R$ with different coefficients. For other ground states a departure from $\tfrac23$ is not by itself a sign of mixing. Taking $M=2\mathbf l\cdot\mathbf s\to\mathbf L_d\cdot\mathbf s$ in the closure formula gives, without any mixing, $3B-2=-\langle\sum_i\mathbf l_i\cdot\mathbf s_i\rangle_{3d}/n_h$. Cu$^{2+}$ has $B=0.774$ with $R=1$.

## Numbers as computed

```
LDA radial values, unscaled, eV (i: 3d^n, f: 2p5 3d^n+1)
ion  F2dd_i F4dd_i F2dd_f F4dd_f  F2pd   G1pd   G3pd  zeta2p z3d_i  z3d_f
Ti2+  8.122  5.036  9.074  5.634  5.052  3.658  2.075  3.967  0.021  0.030
V 2+  8.801  5.455  9.715  6.029  5.551  4.076  2.315  4.861  0.029  0.039
Cr2+  9.464  5.863 10.345  6.417  6.040  4.488  2.550  5.897  0.039  0.051
Mn2+ 10.112  6.263 10.966  6.800  6.523  4.895  2.783  7.090  0.050  0.064
Fe2+ 10.749  6.655 11.579  7.177  6.999  5.298  3.014  8.455  0.064  0.081
Co2+ 11.376  7.042 12.185  7.551  7.470  5.696  3.242 10.008  0.081  0.099
Ni2+ 11.994  7.423 12.786  7.921  7.936  6.091  3.468 11.766  0.100  0.121
Cu2+ 12.605  7.799 13.382  8.287  8.398  6.483  3.693 13.745  0.122  0.146
inputs: scale 0.8, exchange 0.01 eV, T 10 K, Lorentz HWHM 0.4 eV, series 10Dq 1.0 eV
Mn2+ scaled: F2pd 5.218, G1pd 3.916, G3pd 2.227 eV; 3zeta/2 = 10.635 eV
limit coefficient of F2/zeta: in 1-R 0.2667, in B-2/3 0.0889
limit coefficient of G1/zeta: in 1-R -0.0000, in B-2/3 -0.0494
limit coefficient of G3/zeta: in 1-R 0.1905, in B-2/3 0.0847
core exchange J 3.565 eV, e-h exchange a 2.611 eV
first-order dR: J -0.2235, a +0.1637, F2 -0.1963; R1 = 0.7439, B1 = 0.7314
free Mn2+: Sz -2.4990, Lz -0.0010, Tz 0.00036 (hbar)
from config. average: j=3/2 centroid -6.96, cut 0.20, j=1/2 centroid 4.13 eV
per total intensity: dL3 0.0756, dL2 -0.0755, dL3-2dL2 0.2267, exact 0.3330
R = 0.681, 1/R = 1.469, cut +-1 eV: R 0.678 to 0.681, B = 0.759
-(2Sz+7Tz): true 4.995, apparent 3.400 (mu_B, g=2)
wrong-j character, intensity weighted: L3 0.009, L2 0.075
R: no mixing 1.000, pd off 1.000, zeta3d=0 0.681
at 300 K: Sz -1.035 hbar, R 0.681
only F2 on: R 0.804
only G1 on: R 0.942
only G3 on: R 0.935
zeta2p x 2: R 0.8570, first order 0.8723
zeta2p x 4: R 0.9324, first order 0.9361
scale 0.7: R 0.728 (0.726 to 0.728), first order 0.777
scale 0.9: R 0.632 (0.624 to 0.632), first order 0.713
scale 1.0: R 0.582 (0.580 to 0.606), first order 0.681
series in Oh; Sz, Lz, Tz in hbar
ion  F2pd/z    Sz     Lz    7Tz    R1     R    Rmin   Rmax  Rnomix   B
Ti2+  1.019 -0.997  1.484 -0.905  1.740  1.512  1.309  2.107  0.810  0.566
V 2+  0.914 -1.499  0.117  0.000  0.641  0.518  0.506  0.651  0.991  0.576
Cr2+  0.819 -1.993  0.147  1.935  0.130  0.069  0.057  0.082  1.060  0.655
Mn2+  0.736 -2.499 -0.001  0.002  0.745  0.680  0.677  0.681  1.000  0.760
Fe2+  0.662 -1.698 -0.756  0.117  0.893  0.873  0.872  0.873  1.000  0.781
Co2+  0.597 -1.012 -0.875  0.064  0.927  0.924  0.924  0.924  1.000  0.836
Ni2+  0.540 -0.990 -0.381 -0.038  0.930  0.927  0.927  0.927  1.000  0.758
Cu2+  0.489 -0.488 -0.243 -0.162  1.000  1.000  1.000  1.000  1.000  0.774
Cu/Ti growth: zeta2p x 3.46, F2pd x 1.66
```
